**Nucleation-time spread from a finite-volume stress solution**

If the cathode stress of a line grows as \(A\sqrt t\) and the critical stress \(\sigma_c\) is lognormal with logarithmic standard deviation \(s\), the nucleation time is lognormal with logarithmic standard deviation \(2s\). Here \(A=2G\sqrt{\kappa/\pi}\), where \(G\) is the stress gradient that balances the electron wind and \(\kappa\) is the stress diffusivity. The program solves the Korhonen equation in finite volumes, finds when the cathode stress crosses each critical value, and averages over the distribution of \(\sigma_c\). It asserts the square-root growth, the factor 2 for three values of \(s\), and the median, mean, 0.1 % quantile and distribution function. Further assertions cover added spread in \(G\) and \(\kappa\), a uniform initial tension, and the saturation stress of a short line. For the aluminium example with \(s=0.15\), the solver gives a median of 43.82 h and a logarithmic standard deviation of 0.3000, against 43.83 h and 0.3000 from the formulas. An initial tension of 100 MPa raises the logarithmic standard deviation to 0.456, and stress-dependent diffusivity lowers it to 0.286. The Joule heating and void growth figures are simple estimates that the program prints without testing.

## Verification by program

```python
"""
Result under test: if the cathode stress of a metal line grows as A*sqrt(t)
and the critical stress for void nucleation is lognormal with logarithmic
standard deviation s, the nucleation time is lognormal with 2*s.

Symbols: G = |Z*| e rho j / Omega, electron-wind stress gradient (MPa/um);
kappa = D B Omega / (k T), stress diffusivity (um^2/h);
A = 2 G sqrt(kappa/pi); sigma_c = critical stress (MPa); t = time (h).
The crossing times are taken from a finite-volume solution of
d(sigma)/dt = d/dx [kappa (d(sigma)/dx + G)] with both ends blocked.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import odeint
from scipy.stats import norm, lognorm

# Rough typical parameters of a passivated aluminium line under test
temperature = 500.0        # K
current_density = 1.0e10   # A/m^2
resistivity = 5.0e-8       # ohm m
charge_number = 4.0        # magnitude of effective charge number
atomic_volume = 1.66e-29   # m^3
modulus = 50.0e9           # Pa, effective modulus of the confined line
diffusivity = 1.0e-17      # m^2/s, effective atomic diffusivity
median_critical = 300.0    # MPa
s = 0.15                   # log standard deviation of critical stress

kT = const.k * temperature
wind_force = charge_number * const.e * resistivity * current_density
G = wind_force / atomic_volume * 1e-12
kappa = diffusivity * modulus * atomic_volume / kT * 1e12 * 3600
A = 2 * G * np.sqrt(kappa / np.pi)
t50 = (median_critical / A) ** 2

times = np.geomspace(0.5, 600.0, 500)


def cathode_stress(gradient, kap, length, dx, initial=0.0, beta=0.0):
    """Cathode stress at `times`; beta (1/MPa) makes kappa stress dependent."""
    cells = int(round(length / dx))
    flux = np.zeros(cells + 1)

    def rate(stress, _time):
        local = kap
        if beta:
            local = kap * np.exp(beta * 0.5 * (stress[1:] + stress[:-1]))
        flux[1:-1] = local * (np.diff(stress) / dx + gradient)
        return np.diff(flux) / dx

    solution = odeint(rate, np.full(cells, initial),
                      np.concatenate(([0.0], times)), ml=1, mu=1,
                      rtol=1e-7, atol=1e-5, mxstep=50000)
    return solution[1:, 0] + gradient * dx / 2


z = np.linspace(-5, 5, 2001)
weight = norm.pdf(z)
weight /= weight.sum()


def crossing_times(curve, critical):
    """First time at which the computed stress reaches each critical value."""
    assert np.all(np.diff(curve) > 0)
    assert curve[0] < np.min(critical) and curve[-1] > np.max(critical)
    return np.exp(np.interp(np.log(critical), np.log(curve), np.log(times)))


def log_statistics(life):
    """Mean, standard deviation and skewness of ln(life)."""
    y = np.log(life)
    mean = np.sum(weight * y)
    sd = np.sqrt(np.sum(weight * (y - mean) ** 2))
    return mean, sd, np.sum(weight * (y - mean) ** 3) / sd ** 3


critical = median_critical * np.exp(s * z)

# Square-root growth of the cathode stress in a long line
long_curve = cathode_stress(G, kappa, 300.0, 0.5)
late = times > 5
root_error = np.max(np.abs(long_curve / (A * np.sqrt(times)) - 1)[late])
assert root_error < 3e-3

# Doubling of the logarithmic standard deviation, for several spreads
for spread in (0.05, 0.10, 0.15):
    trial = median_critical * np.exp(spread * z)
    sd_trial = log_statistics(crossing_times(long_curve, trial))[1]
    assert abs(sd_trial / (2 * spread) - 1) < 3e-3
life = crossing_times(long_curve, critical)
_, sd_long, skew_long = log_statistics(life)
assert abs(skew_long) < 0.01

# Whole distribution, median, mean and early quantile
cdf_solver = norm.cdf(np.log(long_curve / median_critical) / s)
cdf_error = np.max(np.abs(cdf_solver - lognorm.cdf(times, 2 * s, scale=t50)))
assert cdf_error < 3e-3
median_solver = crossing_times(long_curve, np.array([median_critical]))[0]
assert abs(median_solver / t50 - 1) < 3e-3
mean_formula = t50 * np.exp(2 * s ** 2)
mean_solver = np.sum(weight * life)
assert abs(mean_solver / mean_formula - 1) < 3e-3
z_early = norm.ppf(0.001)
early = t50 * np.exp(2 * s * z_early)
early_wrong = t50 * np.exp(s * z_early)
early_solver = crossing_times(
    long_curve, np.array([median_critical * np.exp(s * z_early)]))[0]
assert abs(early_solver / early - 1) < 5e-3

# Spread of stress gradient and stress diffusivity between lines
s_G, s_kappa = 0.05, 0.30
nodes, node_weights = np.polynomial.hermite_e.hermegauss(3)
node_weights = node_weights / node_weights.sum()
first = second = 0.0
for a, wa in zip(nodes, node_weights):
    for b, wb in zip(nodes, node_weights):
        curve = cathode_stress(G * np.exp(s_G * a),
                               kappa * np.exp(s_kappa * b), 300.0, 1.0)
        m, d, _ = log_statistics(crossing_times(curve, critical))
        first += wa * wb * m
        second += wa * wb * (d ** 2 + m ** 2)
sd_mixed = np.sqrt(second - first ** 2)
sd_mixed_formula = np.sqrt(4 * s ** 2 + 4 * s_G ** 2 + s_kappa ** 2)
assert abs(sd_mixed / sd_mixed_formula - 1) < 5e-3

# Uniform initial tension
initial = 100.0
curve = cathode_stress(G, kappa, 300.0, 0.5, initial=initial)
_, sd_initial, skew_initial = log_statistics(crossing_times(curve, critical))
sd_shifted = log_statistics(((critical - initial) / A) ** 2)[1]
assert abs(sd_initial / sd_shifted - 1) < 5e-3
sd_local = 2 * s * median_critical / (median_critical - initial)
assert abs(sd_initial / sd_local - 1) < 0.03
assert skew_initial < -0.1
median_initial = ((median_critical - initial) / A) ** 2
median_initial_solver = crossing_times(curve, np.array([median_critical]))[0]
assert abs(median_initial_solver / median_initial - 1) < 5e-3

# Finite length: small correction at 100 um, saturation at 50 um
curve = cathode_stress(G, kappa, 100.0, 0.5)
sd_finite = log_statistics(crossing_times(curve, critical))[1]
short_length = 50.0
short_curve = cathode_stress(G, kappa, short_length, 0.5)
saturation = G * short_length / 2
assert abs(short_curve[-1] / saturation - 1) < 1e-3
immortal = norm.sf(np.log(saturation / median_critical) / s)

# Diffusivity proportional to exp(Omega sigma / kT)
beta = atomic_volume * 1e6 / kT
curve = cathode_stress(G, kappa, 300.0, 0.5, beta=beta)
sd_nonlinear = log_statistics(crossing_times(curve, critical))[1]
median_nonlinear = crossing_times(curve, np.array([median_critical]))[0]
coarse = cathode_stress(G, kappa, 300.0, 1.0, beta=beta)
sd_coarse = log_statistics(crossing_times(coarse, critical))[1]
assert abs(sd_coarse / sd_nonlinear - 1) < 0.01

# Joule heating: one-dimensional heat flow through the oxide below the line
line_height, oxide_thickness, oxide_conductivity = 0.5e-6, 1.0e-6, 1.4
activation = 0.8  # eV
heating = (current_density ** 2 * resistivity * line_height
           * oxide_thickness / oxide_conductivity)
heating_factor = np.exp(-activation * const.e * heating
                        / (kT * temperature))

# Void growth by steady drift after nucleation
void_length = 0.2  # um
drift = diffusivity * wind_force / kT * 1e6 * 3600
growth_time = void_length / drift

print(f"temperature                        {temperature:.0f} K")
print(f"current density                    {current_density*1e-10:.1f} MA/cm2")
print(f"resistivity                        {resistivity*1e8:.1f} uohm cm")
print(f"effective charge number, magnitude {charge_number:.1f}")
print(f"atomic volume                      {atomic_volume*1e27:.4f} nm3")
print(f"effective modulus                  {modulus*1e-9:.0f} GPa")
print(f"atomic diffusivity                 {diffusivity*1e4:.1e} cm2/s")
print(f"median critical stress             {median_critical:.0f} MPa")
print(f"log s.d. of critical stress, s     {s:.2f}")
print(f"stress gradient G                  {G:.2f} MPa/um")
print(f"stress diffusivity kappa           {kappa:.3f} um2/h")
print(f"growth coefficient A               {A:.2f} MPa/h^0.5")
print(f"median nucleation time, formula    {t50:.2f} h")
print(f"median nucleation time, formula    {t50/24:.2f} days")
print(f"median nucleation time, solver     {median_solver:.2f} h")
print(f"diffusion length at median time    {np.sqrt(kappa*t50):.1f} um")
print(f"largest error of root law, t > 5 h {root_error:.1e}")
print(f"log s.d. of time, formula 2s       {2*s:.4f}")
print(f"log s.d. of time, solver           {sd_long:.4f}")
print(f"largest error of distribution      {cdf_error:.1e}")
print(f"mean time, formula                 {mean_formula:.2f} h")
print(f"mean time, solver                  {mean_solver:.2f} h")
print(f"normal quantile at 0.1 %           {z_early:.3f}")
print(f"0.1 % time, formula with 2s        {early:.2f} h")
print(f"0.1 % time, solver                 {early_solver:.2f} h")
print(f"0.1 % time if s were used          {early_wrong:.2f} h")
print(f"log s.d. of G, of kappa            {s_G:.2f}, {s_kappa:.2f}")
print(f"log s.d. with both, formula        {sd_mixed_formula:.4f}")
print(f"log s.d. with both, solver         {sd_mixed:.4f}")
print(f"initial tension                    {initial:.0f} MPa")
print(f"median time with initial tension   {median_initial:.2f} h")
print(f"log s.d. with it, small-s formula  {sd_local:.4f}")
print(f"log s.d. with it, solver           {sd_initial:.4f}")
print(f"skewness of ln t with it, solver   {skew_initial:.3f}")
print(f"log s.d., 100 um line, solver      {sd_finite:.4f}")
print(f"saturation stress, 50 um line      {saturation:.1f} MPa")
print(f"fraction never nucleating, 50 um   {immortal:.2e}")
print(f"Omega sigma/kT at median stress    {beta*median_critical:.3f}")
print(f"median time, stress-dependent D    {median_nonlinear:.2f} h")
print(f"log s.d., stress-dependent D       {sd_nonlinear:.4f}")
print(f"line height, oxide thickness       {line_height*1e6:.1f}, "
      f"{oxide_thickness*1e6:.1f} um")
print(f"oxide thermal conductivity         {oxide_conductivity:.1f} W/(m K)")
print(f"activation energy                  {activation:.1f} eV")
print(f"Joule heating, 1D estimate         {heating:.2f} K")
print(f"median time factor from heating    {heating_factor:.3f}")
print(f"void length for growth estimate    {void_length:.1f} um")
print(f"drift velocity                     {drift*1e3:.3f} nm/h")
print(f"growth time by steady drift        {growth_time:.1f} h")
print("PASS")
```

Printed output:

```
temperature                        500 K
current density                    1.0 MA/cm2
resistivity                        5.0 uohm cm
effective charge number, magnitude 4.0
atomic volume                      0.0166 nm3
effective modulus                  50 GPa
atomic diffusivity                 1.0e-13 cm2/s
median critical stress             300 MPa
log s.d. of critical stress, s     0.15
stress gradient G                  19.30 MPa/um
stress diffusivity kappa           4.328 um2/h
growth coefficient A               45.32 MPa/h^0.5
median nucleation time, formula    43.83 h
median nucleation time, formula    1.83 days
median nucleation time, solver     43.82 h
diffusion length at median time    13.8 um
largest error of root law, t > 5 h 7.1e-04
log s.d. of time, formula 2s       0.3000
log s.d. of time, solver           0.3000
largest error of distribution      2.3e-04
mean time, formula                 45.84 h
mean time, solver                  45.84 h
normal quantile at 0.1 %           -3.090
0.1 % time, formula with 2s        17.34 h
0.1 % time, solver                 17.34 h
0.1 % time if s were used          27.57 h
log s.d. of G, of kappa            0.05, 0.30
log s.d. with both, formula        0.4359
log s.d. with both, solver         0.4360
initial tension                    100 MPa
median time with initial tension   19.48 h
log s.d. with it, small-s formula  0.4500
log s.d. with it, solver           0.4563
skewness of ln t with it, solver   -0.244
log s.d., 100 um line, solver      0.3001
saturation stress, 50 um line      482.6 MPa
fraction never nucleating, 50 um   7.64e-04
Omega sigma/kT at median stress    0.721
median time, stress-dependent D    39.20 h
log s.d., stress-dependent D       0.2856
line height, oxide thickness       0.5, 1.0 um
oxide thermal conductivity         1.4 W/(m K)
activation energy                  0.8 eV
Joule heating, 1D estimate         1.79 K
median time factor from heating    0.936
void length for growth estimate    0.2 um
drift velocity                     1.671 nm/h
growth time by steady drift        119.7 h
PASS
```
